# Janak's theorem and Slater's half-occupation rule: verification in Python

```python
# Result under test: for self-consistent Kohn-Sham orbitals at fixed
# occupations, dE/dn_i = eps_i (Janak), and therefore
#   E(m+D/2) - E(m-D/2) = D*eps(m) + D**3/24 * E'''(xi)   (Slater's rule).
# E: total energy, n_i: occupation of orbital i (0 to 2, both spins),
# eps_i: orbital eigenvalue, m: midpoint occupation, D: change of occupation,
# xi: some occupation inside the interval.
# System: Be atom, spin-unpolarized LDA (Slater exchange + VWN correlation),
# s-type Gaussian basis. Energies are in hartree unless labelled eV.
from functools import lru_cache
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, dft

EV = physical_constants["Hartree energy in eV"][0]
exponents = [0.03 * 2.5**k for k in range(14)]
mol = gto.M(atom="Be 0 0 0", basis={"Be": [[0, [a, 1.0]] for a in exponents]},
            spin=0, charge=0, verbose=0)
mf = dft.RKS(mol)
mf.xc = "lda,vwn"
mf.grids.atom_grid = {"Be": (100, 26)}
mf.grids.prune = None
mf.small_rho_cutoff = 0
mf.conv_tol = 1e-12
mf.conv_tol_grad = 1e-7
mf.max_cycle = 100
hcore = mf.get_hcore()
state = {"occ": None, "dm": None}


def occupations(n1s, n2s):
    occ = np.zeros(len(exponents))
    occ[0], occ[1] = n1s, n2s
    return occ


def orbital_gradient(mo_coeff, mo_occ, fock=None):
    """Energy gradient for all rotations, also between occupied orbitals."""
    if fock is None:
        fock = hcore + mf.get_veff(mol, mf.make_rdm1(mo_coeff, mo_occ))
    f_mo = mo_coeff.T @ np.asarray(fock) @ mo_coeff
    return (f_mo * (mo_occ[None, :] - mo_occ[:, None])).ravel()


mf.get_occ = lambda mo_energy=None, mo_coeff=None: state["occ"]
mf.get_grad = orbital_gradient


def density_matrix(coeff, occ):
    return (coeff * occ) @ coeff.T


@lru_cache(maxsize=None)
def solve_rounded(n1s, n2s):
    state["occ"] = occupations(n1s, n2s)
    mf.kernel(dm0=state["dm"])
    assert mf.converged, (n1s, n2s)
    coeff = np.array(mf.mo_coeff)
    state["dm"] = density_matrix(coeff, state["occ"])
    return float(mf.e_tot), np.array(mf.mo_energy), coeff


def solve(n1s, n2s):
    return solve_rounded(round(float(n1s), 10), round(float(n2s), 10))


def energy(n2s):
    return solve(2.0, n2s)[0]


def eps2s(n2s):
    return solve(2.0, n2s)[1][1]


def trial_energy(coeff, occ):
    """Energy functional for any orthonormal orbitals, no self-consistency."""
    dm = density_matrix(coeff, occ)
    veff = mf.get_veff(mol, dm)
    return float(np.sum(hcore * dm) + veff.ecoul + veff.exc)


def slope(func, x, d):
    """Five-point numerical first derivative."""
    return (8 * (func(x + d) - func(x - d))
            - (func(x + 2 * d) - func(x - 2 * d))) / (12 * d)


def second_difference(func, x, d):
    return (func(x + d) - 2 * func(x) + func(x - d)) / d**2


# Janak's theorem: total-energy slopes against eigenvalues
step = 0.02
mid = 1.5
slope_mid = slope(energy, mid, step)
eps_mid = eps2s(mid)
slope_1s = slope(lambda n: solve(n, 1.3)[0], 1.8, step)
slope_2s = slope(lambda n: solve(1.8, n)[0], 1.3, step)
eps_both = solve(1.8, 1.3)[1]
assert abs(slope_mid - eps_mid) < 2e-6
assert abs(slope_1s - eps_both[0]) < 2e-6
assert abs(slope_2s - eps_both[1]) < 2e-6

# Orbital rotations: stationarity and the gradient formula
C_mid = solve(2.0, mid)[2]
occ_mid = occupations(2.0, mid)


def rotated(theta, a, b):
    C = C_mid.copy()
    C[:, a] = np.cos(theta) * C_mid[:, a] + np.sin(theta) * C_mid[:, b]
    C[:, b] = np.cos(theta) * C_mid[:, b] - np.sin(theta) * C_mid[:, a]
    return C


for a, b in ((0, 1), (1, 2)):
    def e_rot(t, a=a, b=b):
        return trial_energy(rotated(t, a, b), occ_mid)
    assert abs(slope(e_rot, 0.0, 0.005)) < 2e-6
    assert second_difference(e_rot, 0.0, 0.005) > 0
theta0 = 0.1
C_rot = rotated(theta0, 0, 1)
fock_rot = hcore + np.asarray(mf.get_veff(mol, density_matrix(C_rot, occ_mid)))
rot_formula = 2 * (2.0 - mid) * (C_rot[:, 0] @ fock_rot @ C_rot[:, 1])
rot_numeric = slope(lambda t: trial_energy(rotated(t, 0, 1), occ_mid),
                    theta0, 0.005)
assert abs(rot_formula) > 1e-3
assert abs(rot_formula - rot_numeric) < 2e-6


# Frozen orbitals: same slope, larger curvature, energy never lower
def frozen(n2s):
    return trial_energy(C_mid, occupations(2.0, n2s))


d = 0.05
slope_frozen = slope(frozen, mid, step)
curv_frozen = second_difference(frozen, mid, d)
curv_relaxed = (eps2s(mid + d) - eps2s(mid - d)) / (2 * d)
assert abs(slope_frozen - eps_mid) < 2e-6
assert curv_frozen > curv_relaxed > 0
assert abs(second_difference(energy, mid, d) - curv_relaxed) < 1e-4
assert frozen(1.0) > energy(1.0) and frozen(2.0) > energy(2.0)

# Integral of the eigenvalue against the total-energy difference
E1, E2, Emid = energy(1.0), energy(2.0), energy(mid)
dE = E2 - E1
nodes, weights = np.polynomial.legendre.leggauss(6)
integral = sum(0.5 * w * eps2s(mid + 0.5 * x) for x, w in zip(nodes, weights))
assert abs(integral - dE) < 2e-6

# Slater's rule: cubic law and remainder
widths = (1.0, 0.5, 0.25)
rest = [energy(mid + D / 2) - energy(mid - D / 2) - D * eps_mid
        for D in widths]
orders = [np.log2(rest[k] / rest[k + 1]) for k in range(2)]
assert abs(orders[1] - 3) < 0.15
third = {n: second_difference(eps2s, n, d) for n in (1.05, 1.5, 1.95)}
assert min(third.values()) < 24 * rest[0] < max(third.values())
assert abs(24 * rest[2] / widths[2]**3 / third[1.5] - 1) < 0.05

# End-point estimates and deviation from the straight line
err_mid = eps_mid - dE
err_top = eps2s(2.0) - dE
err_avg = 0.5 * (eps2s(1.0) + eps2s(2.0)) - dE
top_series = curv_relaxed / 2 + third[1.5] / 12
assert abs(err_top - top_series) < 5e-3
assert abs(err_avg / err_mid + 2) < 0.3
assert abs(err_mid) < abs(err_avg) < abs(err_top)
bow = Emid - 0.5 * (E1 + E2)
assert bow < 0

print("Be atom, spin-unpolarized LDA (Slater + VWN), n = 2s occupation")
print(f"basis: {len(exponents)} s Gaussians, exponents "
      f"{exponents[0]:.2f} to {exponents[-1]:.0f} bohr^-2, ratio 2.5")
print(f"1 hartree = {EV:.6f} eV")
for n in (1.0, 1.25, 1.5, 1.75, 2.0):
    print(f"n = {n:.2f}: E = {energy(n):.6f} hartree, "
          f"eps_2s = {eps2s(n):.6f} hartree")
print(f"energy-slope step in occupation = {step}")
print(f"dE/dn_2s at (n_1s,n_2s)=(2,1.5) = {slope_mid:.7f} hartree")
print(f"eps_2s   at (2,1.5)             = {eps_mid:.7f} hartree")
print(f"dE/dn_1s at (1.8,1.3)           = {slope_1s:.7f} hartree")
print(f"eps_1s   at (1.8,1.3)           = {eps_both[0]:.7f} hartree")
print(f"dE/dn_2s at (1.8,1.3)           = {slope_2s:.7f} hartree")
print(f"eps_2s   at (1.8,1.3)           = {eps_both[1]:.7f} hartree")
print(f"1s-2s rotation by {theta0} rad: dE/dtheta numeric = "
      f"{rot_numeric:.6f} hartree")
print(f"  same from 2(n_a-n_b)<a|h|b>  = {rot_formula:.6f} hartree")
print(f"frozen-orbital slope at n=1.5  = {slope_frozen:.7f} hartree")
print(f"curvature E'' at 1.5, frozen   = {curv_frozen:.5f} hartree")
print(f"curvature E'' at 1.5, relaxed  = {curv_relaxed:.5f} hartree")
print(f"E(2)-E(1)                      = {dE:.6f} hartree")
print(f"integral of eps_2s, n=1 to 2   = {integral:.6f} hartree")
print(f"ionization energy E(1)-E(2)    = {-dE:.6f} hartree = "
      f"{-dE * EV:.4f} eV")
print(f"half-occupation -eps(1.5)      = {-eps_mid:.6f} hartree = "
      f"{-eps_mid * EV:.4f} eV")
print(f"upper-end estimate -eps(2)     = {-eps2s(2.0):.6f} hartree = "
      f"{-eps2s(2.0) * EV:.4f} eV")
print(f"eps(1.5) minus [E(2)-E(1)]     = {err_mid:.6f} hartree = "
      f"{err_mid * EV:.4f} eV")
print(f"eps(2) minus [E(2)-E(1)]       = {err_top:.6f} hartree")
print(f"  E''/2 + E'''/12 at n=1.5     = {top_series:.6f} hartree")
print(f"mean end eps minus [E(2)-E(1)] = {err_avg:.6f} hartree")
print(f"ratio mean-end error / midpoint error = {err_avg / err_mid:.3f}")
for D, r in zip(widths, rest):
    print(f"D = {D:.2f}: remainder = {r:.4e} hartree, "
          f"24*remainder/D^3 = {24 * r / D**3:.5f} hartree")
print(f"order from D=1 to 0.5: {orders[0]:.3f}; "
      f"from 0.5 to 0.25: {orders[1]:.3f}")
for n, value in third.items():
    print(f"E''' from eigenvalues at n = {n:.2f}: {value:.5f} hartree")
print(f"E(1.5) minus straight line     = {bow:.6f} hartree = "
      f"{bow * EV:.4f} eV")
print("ALL CHECKS PASSED")
```

It prints:

```
Be atom, spin-unpolarized LDA (Slater + VWN), n = 2s occupation
basis: 14 s Gaussians, exponents 0.03 to 4470 bohr^-2, ratio 2.5
1 hartree = 27.211386 eV
n = 1.00: E = -14.097542 hartree, eps_2s = -0.501170 hartree
n = 1.25: E = -14.213057 hartree, eps_2s = -0.423243 hartree
n = 1.50: E = -14.309350 hartree, eps_2s = -0.347549 hartree
n = 1.75: E = -14.387080 hartree, eps_2s = -0.274841 hartree
n = 2.00: E = -14.447072 hartree, eps_2s = -0.205749 hartree
energy-slope step in occupation = 0.02
dE/dn_2s at (n_1s,n_2s)=(2,1.5) = -0.3475487 hartree
eps_2s   at (2,1.5)             = -0.3475487 hartree
dE/dn_1s at (1.8,1.3)           = -4.4739892 hartree
eps_1s   at (1.8,1.3)           = -4.4739892 hartree
dE/dn_2s at (1.8,1.3)           = -0.5006292 hartree
eps_2s   at (1.8,1.3)           = -0.5006292 hartree
1s-2s rotation by 0.1 rad: dE/dtheta numeric = 0.373917 hartree
  same from 2(n_a-n_b)<a|h|b>  = 0.373917 hartree
frozen-orbital slope at n=1.5  = -0.3475487 hartree
curvature E'' at 1.5, frozen   = 0.32724 hartree
curvature E'' at 1.5, relaxed  = 0.29723 hartree
E(2)-E(1)                      = -0.349530 hartree
integral of eps_2s, n=1 to 2   = -0.349530 hartree
ionization energy E(1)-E(2)    = 0.349530 hartree = 9.5112 eV
half-occupation -eps(1.5)      = 0.347549 hartree = 9.4573 eV
upper-end estimate -eps(2)     = 0.205749 hartree = 5.5987 eV
eps(1.5) minus [E(2)-E(1)]     = 0.001982 hartree = 0.0539 eV
eps(2) minus [E(2)-E(1)]       = 0.143781 hartree
  E''/2 + E'''/12 at n=1.5     = 0.144621 hartree
mean end eps minus [E(2)-E(1)] = -0.003929 hartree
ratio mean-end error / midpoint error = -1.983
D = 1.00: remainder = -1.9815e-03 hartree, 24*remainder/D^3 = -0.04756 hartree
D = 0.50: remainder = -2.4919e-04 hartree, 24*remainder/D^3 = -0.04784 hartree
D = 0.25: remainder = -3.1192e-05 hartree, 24*remainder/D^3 = -0.04791 hartree
order from D=1 to 0.5: 2.991; from 0.5 to 0.25: 2.998
E''' from eigenvalues at n = 1.05: -0.02330 hartree
E''' from eigenvalues at n = 1.50: -0.04792 hartree
E''' from eigenvalues at n = 1.95: -0.06555 hartree
E(1.5) minus straight line     = -0.037043 hartree = -1.0080 eV
ALL CHECKS PASSED
```
